# Which correlation length maximizes roughness power at one spatial frequency?

## Question

I am stuck on an exercise about sidewall roughness in optical waveguides. The edge displacement has rms value $\sigma$ and an exponential correlation with correlation length $L_c$. I am asked to show that, for fixed variance, the spectral power at one nonzero spatial frequency $k$ is largest when $L_c=1/k$.

I found the spectrum, which is a Lorentzian in $k$, and set its derivative to zero. That gave me $k=0$ and nothing about $L_c$. I also don't see why there should be a maximum at all. A longer correlation length means a smoother-looking edge, so I expected the power to fall steadily as $L_c$ grows.

Finally, what does this say about an actual guide? I have in mind a germanium core in air at a wavelength of 7700 nm, 900 nm wide, with 2 nm rms roughness and a correlation length of perhaps 50 nm. Is the "worst" length anywhere near that?

## Answer

You differentiated with respect to the wrong variable. The derivative in $k$ asks where one given edge has most of its power. The exercise compares different edges, all with the same $\sigma$, at one fixed $k$, so the derivative has to be taken in $L_c$.

### What the spectral power measures

Let $f(z)$ be the displacement of the edge at position $z$ along the guide. Take it to be a stationary random function with zero mean and correlation

$$R(u)=\langle f(z)f(z+u)\rangle=\sigma^2e^{-|u|/L_c}.$$

The variance is $R(0)=\sigma^2$. For a piece of length $L$, define the mean power per unit length at angular spatial frequency $k$ (radians per length) as

$$P_L(k)=\frac1L\left\langle\left|\int_0^L f(z)e^{-ikz}dz\right|^2\right\rangle
=\frac1L\int_0^L\!\!\int_0^L R(z-z')\,e^{-ik(z-z')}dz\,dz'.$$

The integrand depends on $u=z-z'$ alone. A separation $u$ fits into the piece over a length $L-|u|$, so

$$P_L(k)=\int_{-L}^{L}\left(1-\frac{|u|}{L}\right)R(u)e^{-iku}du .$$

When $L\gg L_c$, the correlation has died out long before $|u|/L$ matters, and $P_L$ tends to

$$S(k)=\int_{-\infty}^{\infty}R(u)e^{-iku}du,\qquad \sigma^2=R(0)=\int_{-\infty}^{\infty}S(k)\frac{dk}{2\pi}.$$

The second relation is the inverse transform at $u=0$. It says that fixing $\sigma^2$ fixes the area under $S$. Another normalization would multiply $S$ by a constant and leave the best $L_c$ unchanged.

### The spectrum

Split the integral at $u=0$, where $|u|$ changes form:

$$\frac{S}{\sigma^2}=\int_0^\infty e^{-(1/L_c+ik)u}du+\int_{-\infty}^0e^{(1/L_c-ik)u}du
=\frac1{1/L_c+ik}+\frac1{1/L_c-ik}.$$

Both integrals converge because $L_c>0$. Over a common denominator the imaginary parts cancel:

$$\frac{S}{\sigma^2}=\frac{2/L_c}{1/L_c^2+k^2}\quad\Rightarrow\quad S=\frac{2\sigma^2L_c}{1+k^2L_c^2}.$$

### The maximum

Since $S$ is even in $k$, take $k>0$; for negative $k$, read $|k|$ below. Put $x=kL_c$, so that $L_c=x/k$:

$$S=\frac{\sigma^2}{k}\,\frac{2x}{1+x^2}.$$

With $\sigma$ and $k$ fixed, the prefactor is constant and all dependence on $L_c$ sits in the second factor. That factor cannot exceed 1, because

$$1-\frac{2x}{1+x^2}=\frac{1-2x+x^2}{1+x^2}=\frac{(1-x)^2}{1+x^2}\ge0,$$

with equality only at $x=1$. Therefore

$$\boxed{L_c=\frac1k,\qquad S_{\max}=\frac{\sigma^2}{k}.}$$

The derivative you were looking for agrees:

$$\frac{d}{dx}\frac{2x}{1+x^2}=\frac{2(1+x^2)-2x\cdot2x}{(1+x^2)^2}=\frac{2(1-x^2)}{(1+x^2)^2}.$$

It is positive for $x<1$ and negative for $x>1$, so $S$ rises up to $L_c=1/k$ and falls beyond it.

Keep track of the $2\pi$. The ripple period is $\Lambda=2\pi/k$, so the best correlation length is $\Lambda/2\pi$. At $L_c=\Lambda$ one has $x=2\pi$, and the power is down to $4\pi/(1+4\pi^2)\approx0.31$ of the maximum.

### Why there is a maximum

The two limits show the competition:

$$S\approx2\sigma^2L_c\quad(kL_c\ll1),\qquad S\approx\frac{2\sigma^2}{k^2L_c}\quad(kL_c\gg1).$$

The share of the variance lying between $-1/L_c$ and $1/L_c$ is, with $t=kL_c$,

$$\frac1{\sigma^2}\int_{-1/L_c}^{1/L_c}S\,\frac{dk}{2\pi}=\frac1\pi\int_{-1}^{1}\frac{dt}{1+t^2}=\frac12 .$$

Half the variance thus always occupies a band whose width is proportional to $1/L_c$. If $L_c$ is short, the band is wide and little power falls at your $k$. Lengthening $L_c$ narrows the band and raises the power inside it. Once the band edge $1/L_c$ has moved below $k$, further lengthening gathers the variance near zero frequency and takes it away from $k$. Your intuition about smoother edges describes this second regime.

The peak is broad. Dividing numerator and denominator by $x$ gives

$$\frac{2x}{1+x^2}=\frac{2}{x+1/x}=\frac1{\cosh(\ln x)},$$

which is unchanged when $x$ becomes $1/x$. The lengths $L_c$ and $1/(k^2L_c)$ therefore give equal power. Half the maximum occurs where $4x=1+x^2$, or $x=2\pm\sqrt3$, which is 0.268 and 3.73.

### Why a waveguide selects particular values of $k$

The guided wave varies as $e^{i\beta z}$. To lowest order in $f$, the displaced edge acts as a row of sources with amplitude proportional to $f(z)e^{i\beta z}$. In air, with $k_0=2\pi/\lambda$, their waves add in a direction at angle $\theta$ from the forward axis to

$$A(\theta)\propto\int_0^L f(z)\,e^{i(\beta-k_0\cos\theta)z}dz .$$

By the definition of $P_L$, the mean of $|A|^2$ is proportional to $L\,S(\beta-k_0\cos\theta)$ for a long guide. Each direction samples one spatial frequency,

$$k=\beta-k_0\cos\theta .$$

A guided mode has $\beta>k_0$, so this $k$ is never zero. At right angles to the guide, $k=\beta$.

### Numbers for your guide

I use a rough germanium index $n=4.0$ and treat the core as a slab of width $w=900$ nm, infinitely tall, with the electric field parallel to its walls. Inside, the lowest mode varies as $\cos\kappa y$; outside, it decays as $e^{-\gamma|y|}$. The wave equation gives

$$\kappa^2=n^2k_0^2-\beta^2,\qquad\gamma^2=\beta^2-k_0^2.$$

For this polarization the field and its slope are continuous at $y=w/2$. Dividing the slope condition by the field condition gives $\kappa\tan(\kappa w/2)=\gamma$.

With $k_0=2\pi/(7700\ \text{nm})=8.160\times10^{-4}$ rad/nm, the solution is $\beta=3.177\,k_0$. As a check, $\kappa w/2=0.892$, so $(\kappa w/2)\tan(\kappa w/2)=1.107$, which equals $\gamma w/2=1.107$.

For radiation at right angles,

$$k=3.177\times8.160\times10^{-4}=2.592\times10^{-3}\ \text{rad/nm},$$

$$L_c^{\rm peak}=\frac1k=386\ \text{nm},\qquad S_{\max}=\frac{(2\ \text{nm})^2}{2.592\times10^{-3}\ \text{nm}^{-1}}=1543\ \text{nm}^3.$$

In Gaussian units these are $3.86\times10^{-5}$ cm and $1.54\times10^{-18}$ cm³. The problem is one of classical waves and geometry, so $\hbar$, $m$ and $e$ do not enter. Direct numerical integration of $R(u)e^{-iku}$, followed by a search over $L_c$, puts the maximum at $kL_c=1.0000$.

Your 50 nm gives $x=0.130$, hence

$$\frac{S}{S_{\max}}=\frac{2(0.1296)}{1+(0.1296)^2}=0.255,\qquad S=393\ \text{nm}^3 .$$

You are well below the worst length, on the rising side. The half-power lengths are 103 nm and 1440 nm, and a length of 2976 nm would give the same power as 50 nm. Doubling $L_c$ from its peak value costs only 20 % of the power.

For $kL_c\ll1$, the quantity to reduce is $\sigma^2L_c$. Shortening $L_c$ at fixed $\sigma$ helps there. A process step that lowers $\sigma$ but lengthens $L_c$ helps at this $k$, to leading order in $kL_c$, only if the product $\sigma^2L_c$ falls.

### When the result changes

**Zero frequency.** At $k=0$, $S=2\sigma^2L_c$ grows without limit and there is no peak.

**Variance not fixed.** Suppose $\sigma^2=cL_c$ with constant $c$. Then

$$S=\frac{2cL_c^2}{1+k^2L_c^2}=\frac{2c}{k^2}\,\frac{x^2}{1+x^2},$$

which rises steadily with $L_c$. The result $L_c=1/k$ was derived for fixed variance; if the variance changes with $L_c$, the peak can move or, as here, disappear.

**Gaussian correlation.** For $R=\sigma^2e^{-u^2/L_c^2}$, complete the square:

$$-\frac{u^2}{L_c^2}-iku=-\left(\frac u{L_c}+\frac{ikL_c}{2}\right)^2-\frac{k^2L_c^2}{4}.$$

The remaining Gaussian integral is $\sqrt\pi L_c$, so $S=\sqrt\pi\,\sigma^2L_ce^{-k^2L_c^2/4}$. Setting the derivative of $\ln S$ to zero gives $1/L_c-k^2L_c/2=0$, or $kL_c=\sqrt2$.

**A wall that is also rough vertically.** So far $f$ depended on $z$ alone, as for vertical striations. If the correlation is instead $\sigma^2e^{-r/L_c}$ in the distance $r$ on the wall surface, the transform is two-dimensional. With $a=1/L_c$, start from

$$I(a)=\int_0^{2\pi}\!d\varphi\int_0^\infty e^{-(a+ik\cos\varphi)r}dr=\int_0^{2\pi}\frac{d\varphi}{a+ik\cos\varphi}.$$

The imaginary part cancels between $\varphi$ and $\varphi+\pi$. The real part is the same in all four quadrants, and $t=\tan\varphi$ gives

$$I=4\int_0^{\pi/2}\frac{a\,d\varphi}{a^2+k^2\cos^2\varphi}=4a\int_0^\infty\frac{dt}{a^2+k^2+a^2t^2}=\frac{2\pi}{\sqrt{a^2+k^2}} .$$

The area element supplies one more factor $r$, which $-d/da$ produces:

$$S_2=-\sigma^2\frac{dI}{da}=\frac{2\pi\sigma^2a}{(a^2+k^2)^{3/2}}=\frac{2\pi\sigma^2L_c^2}{(1+k^2L_c^2)^{3/2}} .$$

Now $d\ln S_2/dL_c=0$ reads $2/L_c=3k^2L_c/(1+k^2L_c^2)$, so $2+2x^2=3x^2$ and again $x=\sqrt2$. For your guide this moves the peak to about 545 nm, if the relevant wave vector lies along the guide.

**A short record.** For finite $L$, let $b=1/L_c+ik$. Integration by parts gives

$$\int_0^L\left(1-\frac uL\right)e^{-bu}du=\frac1b-\frac{1-e^{-bL}}{b^2L}.$$

Drop $e^{-bL}$ for $L\gg L_c$ and take $2\sigma^2$ times the real part. Since $1/b=L_c(1-ix)/(1+x^2)$,

$$P_L\approx\frac{\sigma^2}{k}\left[\frac{2x}{1+x^2}-\frac{2}{kL}\,\frac{x^2(1-x^2)}{(1+x^2)^2}\right].$$

Near $x=1+\delta$ the bracket is $1-\delta^2/2+\delta/(kL)$ to leading order, with its maximum at $\delta=1/(kL)$. An edge record of 5000 nm gives $x=1.077$ by this estimate and 1.095 from the full integral, so higher orders in $1/(kL)$ are visible at that length.

### How far to trust 386 nm

The parameters are rough example values, not those of a measured guide. Any supports are left out, and the infinitely tall slab is a convenience, since a real guide has a finite height. For a height of 2000 nm, I estimated the correction by the effective-index method, which first replaces the core index by that of a horizontal film, here 3.53, and then solves the slab again. The mode index falls to 2.70 and the peak moves to 454 nm, 18 % higher. At so high an index contrast this method is crude and overestimates the index: a finite-difference solution of the full vector wave equation for this cross-section gives about 2.52, which puts the peak near 487 nm, 26 % higher rather than 18 %. The form of the correlation matters too: a Gaussian correlation, or roughness that also varies vertically, each moves the right-angle peak by 41 %.

The total radiated power collects all directions. (Reflection into the backward guided mode, which samples $k=2\beta$, is a separate loss, largest at $L_c=1/(2\beta)\approx193$ nm, and is left out here, as is scattering into any other guided modes that a core of finite height may have.) As $\theta$ runs from 0 to $\pi$, $1/k$ runs from 563 nm down to 293 nm. Every contribution rises with $L_c$ below 293 nm and falls above 563 nm, so their sum peaks between these lengths for any fixed positive angular weights. With equal weight per angle, and the core's effect on the outgoing wave ignored, the peak is at 418 nm.

Smaller effects, each taken alone:

- A real edge has no sharp corners at the finest scale. Smoothing it over 10 nm (the standard deviation of a Gaussian average), with the final variance held fixed, puts the peak at $x=0.971$, a shift of $-3$ %.
- Heating by 60 K, with a rough index slope of $4\times10^{-4}$ per K, shortens the peak length by 0.8 %.
- The phase $nk_0\sigma=0.0065$ rad is small, which supports working to lowest order in $f$.

Polarization and height can matter far more. If the electric field is normal to the rough walls, the matching condition becomes $\kappa\tan(\kappa w/2)=n^2\gamma$. The same slab then has a mode index of only 1.49, and the right-angle peak lies near 820 nm. As for height, a core only about as high as it is wide barely guides at this wavelength, and the right-angle peak then moves towards $1/k_0\approx1225$ nm. With $\beta$ close to $k_0$ the directions sample $1/k$ from about $1/(2k_0)$ up to very large values, so this number no longer locates the peak of the total radiated power.

So "roughly 400 nm, uncertain by some tens of per cent" is a fair reading only for a tall core with the field parallel to its rough walls. For another polarization or height, find $\beta$ first: the right-angle peak is at $1/\beta$, and the peak of the total radiated power lies between $1/(\beta+k_0)$ and $1/(\beta-k_0)$. A correlation length of 50 nm lies far below the peak in each case above that has one. The numerical output below lists the values for the slab with the field parallel to its walls and for the effective-index estimate.

## Numbers as computed

```
wavelength in vacuum: 7700 nm
germanium index (rough): 4.0
guide width: 900 nm
rms roughness sigma: 2.0 nm
vacuum wave number k0: 8.1600e-04 rad/nm
effective index of slab mode: 3.1770
beta = k for right-angle radiation: 2.5924e-03 rad/nm
ripple period 2 pi/k: 2423.7 nm
ripple test, radiation angle found: 60.0 deg
peak correlation length 1/k: 385.7 nm
same in Gaussian units: 3.857e-05 cm
k*Lc at peak, numerical search: 1.0000
peak spectral power sigma^2/k: 1543.0 nm^3
same in Gaussian units: 1.543e-18 cm^3
typical correlation length (rough): 50 nm
k*Lc at typical length: 0.1296
spectral power at typical length: 393.4 nm^3
typical power / peak power: 0.2550
partner length of equal power: 2976 nm
spectral power at partner length: 393.4 nm^3
power at twice the peak length / peak: 0.8000
half-power k*Lc: 0.2679 and 3.7321
half-power lengths: 103.4 and 1439.6 nm
k*Lc at peak, Gaussian correlation: 1.4142
k*Lc at peak, isotropic surface: 1.4142
peak length, isotropic surface: 545.5 nm
1/k over all angles: 293.4 to 562.9 nm
peak length, equal weight per angle: 418.0 nm
guide height for finite-height estimate: 2000 nm
film index, then guide index: 3.5294, 2.7001
peak length with finite height: 453.9 nm
change from finite height: 17.7 %
record length: 5000 nm
k*Lc at peak, finite record: 1.0953
first-order estimate 1 + 1/(kL): 1.0771
edge smoothing length: 10 nm
k*Lc at peak, smoothed edge: 0.9708
index slope (rough): 4.0e-04 1/K; heating: 60 K
peak length change on heating: -0.77 %
roughness phase n*k0*sigma: 0.0065 rad
```
